# Critical radius for a coherent axial junction in a nanowire: a numerical check

```python
"""Critical radius of a coherent axial heterojunction in a cylindrical wire.

Result under test:
  Rc = Lam*(ln(2*c*Rc/r0) - 1),  Lam = b/(2*pi*(1+nu)*kappa*f)
R: wire radius, f: misfit, b: Burgers vector length, r0: core cut-off,
nu: Poisson ratio, G: shear modulus, p = G*(1+nu)*f/(1-nu),
kappa: misfit force on the half-plane above the junction / (p*R^2),
c: free-surface constant in the energy log(c*w/r0) of an edge dislocation
   at the centre of a strip of half-width w.
Coefficients from Fourier integrals are compared with Ritz solutions.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import e as elementary_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive, lambertw

nu = 0.3
G = 50.0       # GPa
b = 0.4        # nm
r0 = 0.1       # nm
f_main = 0.02
to_eV = 1e-18 / elementary_charge   # GPa nm^3 to eV


def gauss(n, lo, hi):
    x, w = leg.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def fourier_coefficients():
    """kappa from hoop stress, kappa from shear, coherent energy integral."""
    s, ws = gauss(200, 0.0, 1.0)
    a = s / (1 - s)
    wa = ws / (1 - s)**2
    rho, wrho = gauss(200, 0.0, 1.0)
    i0, i1 = ive(0, a), ive(1, a)
    den = a**2 * (i0**2 - i1**2) - 2 * (1 - nu) * i1**2
    amp = a * i1 / den
    x = a[:, None] * rho[None, :]
    damp = np.exp(x - a[:, None])
    j0, j1 = ive(0, x) * damp, ive(1, x) * damp
    ratio = (a * i0 / i1)[:, None]
    hoop = amp[:, None] * ((2*nu - 1)*j0 + (2*(1 - nu) + ratio)*j1/x)
    k_hoop = 4/np.pi * np.sum(wa / a**2 * ((1 - hoop) @ wrho))
    shear = amp[:, None] * (ratio * j1 - x * j0)
    k_shear = 4/np.pi * np.sum(wa / a * (shear @ (wrho * rho)))
    energy = np.sum(wa / a**2 * (1 - 2*(1 + nu) * i1**2 / den))
    return k_hoop, k_shear, energy


def strip_log_constant():
    """ln(c) from the Fourier solution of the traction-free strip."""
    def image(s):
        sh, ch = np.sinh(s), np.cosh(s)
        top = (1 + s) * (sh + s * ch) + s**2 * sh
        return np.exp(-s) * top / (s + sh * ch)
    near = quad(lambda s: (1 - image(s)) / s, 1e-5, 1)[0]
    far = quad(lambda s: image(s) / s, 1, 40)[0]
    return -np.euler_gamma + near - far


lam = 2 * nu / (1 - 2 * nu)         # Lame constant for unit shear modulus
stiff = np.diag([2.0, 2.0, 2.0, 1.0])
stiff[:3, :3] += lam


def ritz_basis(r, z, radius, height, axisym, nr=9, nz=16):
    """Strains (rr, tt, zz, gamma_rz) and displacements of trial functions.

    The transverse displacement vanishes at r=0 and at the plane z=0.
    """
    q, t = 2 * (r / radius)**2 - 1, 2 * z / height - 1
    P, Q = leg.legvander(q, nr - 1), leg.legvander(t, nz - 1)
    dP = leg.legvander(q, nr - 2) @ leg.legder(np.eye(nr))
    dQ = leg.legvander(t, nz - 2) @ leg.legder(np.eye(nz))
    dP = dP * (4 * r / radius**2)[:, None]
    dQ = dQ * 2 / height
    rc, zc = r[:, None], z[:, None]

    def prod(u, v):
        return (u[:, :, None] * v[:, None, :]).reshape(len(r), -1)
    n = nr * nz
    strain = np.zeros((len(r), 4, 2 * n))
    strain[:, 0, :n] = prod(P + rc * dP, zc * Q)
    if axisym:
        strain[:, 1, :n] = prod(P, zc * Q)
    strain[:, 2, n:] = prod(P, dQ)
    strain[:, 3, :n] = prod(rc * P, Q + zc * dQ)
    strain[:, 3, n:] = prod(dP, Q)
    disp = np.zeros((len(r), 2, 2 * n))
    disp[:, 0, :n] = prod(rc * P, zc * Q)
    disp[:, 1, n:] = prod(P, Q)
    return strain, disp


def solve_ritz(strain, weight, load):
    cs = np.einsum('ij,pjn->pin', stiff, strain)
    m = strain.shape[2]
    left = (strain * weight[:, None, None]).reshape(-1, m)
    K = left.T @ cs.reshape(-1, m)
    return np.linalg.lstsq(K, load, rcond=1e-13)[0]


def ritz_wire(radius, height):
    """Force, total coherent energy, and force above each height (G=f=1)."""
    r, wr = gauss(26, 0, radius)
    z, wz = gauss(44, 0, height)
    rr, zz = [g.ravel() for g in np.meshgrid(r, z, indexing='ij')]
    area = np.outer(wr, wz).ravel()
    strain, _ = ritz_basis(rr, zz, radius, height, True)
    misfit = np.array([0.5, 0.5, 0.5, 0.0])
    load = np.einsum('p,pin,i->n', area * rr, strain, stiff @ misfit)
    coef = solve_ritz(strain, area * rr, load)
    elastic = strain @ coef - misfit
    stress = elastic @ stiff
    density = 0.5 * np.sum(elastic * stress, axis=1)
    energy = 2 * np.sum(2 * np.pi * rr * area * density)
    per_node = 2 * (stress[:, 1] * area).reshape(len(r), len(z)).sum(axis=0)
    above = np.cumsum(per_node[::-1])[::-1]
    return above[0], energy, above


def ritz_strip_log_constant(height=4.0):
    """ln(c) from a dislocation at the centre of a 2 by 2*height rectangle."""
    x, wx = gauss(26, 0, 1)
    z, wz = gauss(44, 0, height)
    xx, zz = [g.ravel() for g in np.meshgrid(x, z, indexing='ij')]
    area = np.outer(wx, wz).ravel()
    strain, _ = ritz_basis(xx, zz, 1.0, height, False)

    def bulk(u, v):
        d4 = (u*u + v*v)**2
        return (-v*(3*u*u + v*v)/d4, u*(u*u - v*v)/d4, v*(u*u - v*v)/d4)
    one, top = np.ones_like(z), height * np.ones_like(x)
    sxx, sxz, _ = bulk(one, z)
    _, disp = ritz_basis(one, z, 1.0, height, False)
    load = -((wz * sxx) @ disp[:, 0] + (wz * sxz) @ disp[:, 1])
    _, sxz, szz = bulk(x, top)
    _, disp = ritz_basis(x, top, 1.0, height, False)
    load -= (wx * sxz) @ disp[:, 0] + (wx * szz) @ disp[:, 1]
    coef = solve_ritz(strain, area, load)
    axis_strain, _ = ritz_basis(0 * z, z, 1.0, height, False)
    image_stress = (axis_strain @ coef) @ stiff[0]
    return np.log(height) - wz @ image_stress


# Coefficients by two roads
kappa, kappa_shear, energy_integral = fourier_coefficients()
p_unit = (1 + nu) / (1 - nu)
coh_coef = 2 * p_unit * energy_integral       # E_coh/(G f^2 R^3)
F1, E1, above = ritz_wire(1.0, 4.0)
F2, E2, _ = ritz_wire(2.0, 10.0)
kappa_ritz = -F1 / p_unit
assert abs(kappa_shear / kappa - 1) < 1e-3    # finite radial quadrature
assert abs(kappa_ritz / kappa - 1) < 5e-3     # weak edge singularity
assert abs(E1 / coh_coef - 1) < 5e-3
assert abs(F2 / F1 / 4 - 1) < 5e-3
assert abs(E2 / E1 / 8 - 1) < 5e-3
assert F1 < 0 and np.all(np.abs(above) <= abs(F1) * (1 + 1e-6))

ln_c = strip_log_constant()
ln_c_ritz = ritz_strip_log_constant()
assert abs(ln_c - ln_c_ritz) < 5e-3
c = np.exp(ln_c)
line_energy = G * b**2 / (4 * np.pi * (1 - nu)) * to_eV   # eV/nm


def dislocation_energy(R, lnc=ln_c):
    """Sum of strip energies over the diameter, y = R sin(angle), in eV."""
    def slice_energy(angle):
        w = R * np.cos(angle)
        return (lnc + np.log(w / r0)) * w
    return 2 * line_energy * quad(slice_energy, 0, np.pi / 2)[0]


def relief_work(R, f, k=kappa):
    return k * G * p_unit * f * b * R**2 * to_eV


def length_scale(f):
    return b / (2 * np.pi * (1 + nu) * kappa * f)


def critical_radius(f, core=r0):
    L0, beta_core = length_scale(f), 2 * c / (np.e * core)
    return float(-L0 * lambertw(-1 / (beta_core * L0), -1).real)


def numerical_radius(f):
    """Energy balance with Ritz coefficients and numerical slice sums."""
    def balance(R):
        return dislocation_energy(R, ln_c_ritz) - relief_work(R, f, kappa_ritz)
    return brentq(balance, length_scale(f), 100 * length_scale(f))


beta = 2 * c / (np.e * r0)
closed = 2 * 10.0 * line_energy * (np.log(2 * c * 10.0 / r0) - 1)
assert abs(dislocation_energy(10.0) / closed - 1) < 1e-7

misfits = [0.005, 0.01, 0.02, 0.04]
for f in misfits:
    assert abs(numerical_radius(f) / critical_radius(f) - 1) < 1.5e-2

Rc = critical_radius(f_main)
log_factor = np.log(beta * Rc)
exponent = -log_factor / (log_factor - 1)
h = 0.01
slope = np.log(numerical_radius(f_main * np.exp(h))
               / numerical_radius(f_main * np.exp(-h))) / (2 * h)
assert abs(slope - exponent) < 5e-3
assert dislocation_energy(0.8 * Rc) > relief_work(0.8 * Rc, f_main)
assert dislocation_energy(1.2 * Rc) < relief_work(1.2 * Rc, f_main)

# Largest misfit for which the energy balance has a root
f_max = b * beta / (2 * np.pi * (1 + nu) * kappa * np.e)
radii = np.geomspace(0.05, 5, 300)
gap_hi = [dislocation_energy(R) - relief_work(R, 1.02*f_max) for R in radii]
gap_lo = [dislocation_energy(R) - relief_work(R, 0.98*f_max) for R in radii]
assert max(gap_hi) < 0 < max(gap_lo)

print(f"Burgers vector b = {b:.2f} nm; core cut-off r0 = {r0:.2f} nm")
print(f"Poisson ratio = {nu:.2f}; shear modulus = {G:.0f} GPa")
print(f"main misfit f = {100*f_main:.1f} %")
print(f"stress amplitude p = {G*p_unit*f_main:.3f} GPa")
print(f"kappa, hoop-stress integral = {kappa:.5f}")
print(f"kappa, junction-shear integral = {kappa_shear:.5f}")
print(f"kappa, Ritz solution = {kappa_ritz:.5f}")
print(f"E_coh/(G f^2 R^3), Fourier = {coh_coef:.5f}")
print(f"E_coh/(G f^2 R^3), Ritz = {E1:.5f}")
print(f"Ritz force ratio on doubling R = {F2/F1:.4f}")
print(f"Ritz coherent-energy ratio on doubling R = {E2/E1:.4f}")
print(f"ln c, Fourier = {ln_c:.5f}; Ritz = {ln_c_ritz:.5f}")
print(f"strip constant c = {c:.4f}")
print(f"line-energy prefactor = {line_energy:.3f} eV/nm")
print(f"length Lambda at main misfit = {length_scale(f_main):.3f} nm")
print(f"beta = {beta:.3f} 1/nm")
print(f"beta*Lambda at main misfit = {beta*length_scale(f_main):.3f}")
print(f"critical radius = {Rc:.2f} nm; diameter = {2*Rc:.2f} nm")
print(f"critical radius, Ritz balance = {numerical_radius(f_main):.2f} nm")
print(f"logarithmic factor L = {log_factor:.3f}")
print(f"local exponent, formula = {exponent:.4f}; numerical = {slope:.4f}")
small_root = -length_scale(f_main) * lambertw(
    -1 / (beta * length_scale(f_main)), 0).real
print(f"discarded small root = {small_root:.3f} nm")
for R in [0.5 * Rc, Rc, 2 * Rc]:
    Ecoh = coh_coef * G * f_main**2 * R**3 * to_eV
    print(f"R = {R:.2f} nm: E_d = {dislocation_energy(R):.1f} eV, "
          f"W = {relief_work(R, f_main):.1f} eV, E_coh = {Ecoh:.1f} eV")
for f in misfits:
    Rf = critical_radius(f)
    Lf = np.log(beta * Rf)
    print(f"f = {100*f:.1f} %: Rc = {Rf:.2f} nm, f*Rc = {f*Rf:.4f} nm, "
          f"L = {Lf:.3f}, exponent = {-Lf/(Lf-1):.3f}")
for core in [r0 / 2, 2 * r0]:
    print(f"r0 = {core:.2f} nm: Rc = {critical_radius(f_main, core):.2f} nm")
print(f"formal maximum misfit = {100*f_max:.1f} %")
print(f"radius at formal maximum misfit = {np.e/beta:.3f} nm")
print("all tests passed")
```

Printed output:

```
Burgers vector b = 0.40 nm; core cut-off r0 = 0.10 nm
Poisson ratio = 0.30; shear modulus = 50 GPa
main misfit f = 2.0 %
stress amplitude p = 1.857 GPa
kappa, hoop-stress integral = 0.38139
kappa, junction-shear integral = 0.38140
kappa, Ritz solution = 0.38154
E_coh/(G f^2 R^3), Fourier = 0.85112
E_coh/(G f^2 R^3), Ritz = 0.85323
Ritz force ratio on doubling R = 4.0010
Ritz coherent-energy ratio on doubling R = 8.0107
ln c, Fourier = -1.12025; Ritz = -1.12025
strip constant c = 0.3262
line-energy prefactor = 5.676 eV/nm
length Lambda at main misfit = 6.420 nm
beta = 2.400 1/nm
beta*Lambda at main misfit = 15.408
critical radius = 26.71 nm; diameter = 53.42 nm
critical radius, Ritz balance = 26.70 nm
logarithmic factor L = 4.161
local exponent, formula = -1.3164; numerical = -1.3165
discarded small root = 0.447 nm
R = 13.36 nm: E_d = 525.7 eV, W = 315.4 eV, E_coh = 253.1 eV
R = 26.71 nm: E_d = 1261.6 eV, W = 1261.6 eV, E_coh = 2024.7 eV
R = 53.42 nm: E_d = 2943.7 eV, W = 5046.6 eV, E_coh = 16197.9 eV
f = 0.5 %: Rc = 151.39 nm, f*Rc = 0.7570 nm, L = 5.895, exponent = -1.204
f = 1.0 %: Rc = 64.80 nm, f*Rc = 0.6480 nm, L = 5.047, exponent = -1.247
f = 2.0 %: Rc = 26.71 nm, f*Rc = 0.5342 nm, L = 4.161, exponent = -1.316
f = 4.0 %: Rc = 10.29 nm, f*Rc = 0.4118 nm, L = 3.207, exponent = -1.453
r0 = 0.05 nm: Rc = 32.40 nm
r0 = 0.20 nm: Rc = 20.59 nm
formal maximum misfit = 11.3 %
radius at formal maximum misfit = 1.133 nm
all tests passed
```
